\section*{How nickel can keep Cu6Sn5 hexagonal and remove a cause of cracking}

\section{What happens in the joint}

When a tin-based solder joint on copper is made, a layer of Cu$_6$Sn$_5$ grows between the two metals. At soldering temperature this intermetallic is hexagonal. Below roughly 460~K (187~$^\circ$C) its equilibrium form is monoclinic, and the change on cooling is often quoted as expanding the crystal by roughly 2\%. That figure is uncertain: it compares densities of forms that need not have the same composition, and volumes per tin atom from lattice parameters give smaller values. It is used below as an assumed input. A grain that transforms inside a stiff layer pushes on its neighbours and can help to crack them. Layers that contain several atomic per cent of nickel can remain hexagonal at room temperature. The questions are why nickel should favour the hexagonal form, how much is needed, and when the avoided expansion matters.

Two kinds of retention must be kept apart. Without nickel, the hexagonal phase may survive cooling because atoms move too slowly to rearrange. It is then out of equilibrium and can transform later, during a warm period in service. Nickel can do something different: it can lower the equilibrium transition temperature $T_0$, so that there is no longer a driving force to transform. This second effect is derived here.

\section{Why nickel opposes the ordered structure}

Of the six copper atoms in a formula unit, five fill octahedral sites. The sixth occupies one of five interstitial sites. In the hexagonal phase it is spread over all five, so each has mean occupancy $1/5$. In the monoclinic phase the extra atoms order: one sublattice of interstitial sites is favoured over the other four.

Let $x$ nickel atoms per formula unit replace copper at random on the octahedral sites, a fraction $c=x/5$ of them. Nickel is taken as immobile while the interstitial copper orders. Each interstitial site has six octahedral neighbours, so the probability that $m$ of them are nickel is
\begin{equation}
B_m=\binom{6}{m}c^m(1-c)^{6-m}.
\end{equation}
An interstitial copper atom gains energy $v$ from each nickel neighbour; positive $v$ means repulsion. Interactions between interstitial atoms are treated in mean field: their energy depends only on the sublattice occupancies $n_s$, with $\sum_{s=1}^5 n_s=1$.

A site holds at most one atom. On a sublattice with chemical potential $\mu$, a site with $m$ nickel neighbours therefore has occupancy $f_m=1/[1+e^{(vm-\mu)/kT}]$. Fixing the mean occupancy $n$ fixes $\mu$, and the free energy per site, without the mean-field energy, is
\begin{equation}
A(n)=\mu n-kT\sum_m B_m\ln\!\left[1+e^{(\mu-vm)/kT}\right],
\qquad n=\sum_m B_m f_m .
\label{eq:A}
\end{equation}
Differentiating gives $A'=\mu+n\mu'-\mu'\sum_mB_mf_m=\mu$, because the last two terms cancel. Since $df_m/d\mu=f_m(1-f_m)/kT$,
\begin{equation}
A''=\frac{d\mu}{dn}=\frac{kT}{\langle f(1-f)\rangle},
\qquad \langle f(1-f)\rangle=n-\langle f^2\rangle\le n-n^2 ,
\end{equation}
where $\langle\cdot\rangle$ is the average over $B_m$, and the inequality says that a variance is not negative. Without nickel all sites have the same $f=n$, and $A_0''=kT/[n(1-n)]$. The change caused by nickel, $D=A-A_0$, therefore has $D''\ge0$: it is convex. For a convex function the mean of the values is at least the value at the mean, so
\begin{equation}
\sum_{s=1}^{5}D(n_s)\;\ge\;5\,D\!\left(\tfrac15\right).
\label{eq:theorem}
\end{equation}

The left side is what nickel adds to the free energy of an ordered state; the right side is what it adds to the disordered one. Within this model nickel never helps the ordered state, whichever sign $v$ has. If the hexagonal phase was stable without nickel at some temperature, it remains stable with it.

The reason is flexibility. Random nickel makes some interstitial sites better than others. Atoms spread over partly filled sites can use the better ones; atoms tied to one sublattice have less choice. An equal energy shift of all sites would do nothing, because every state contains the same number of interstitial atoms.

\section{How far the transition moves}

Let $n_A$ be the occupancy of the favoured sublattice and $n_B$ that of each of the others. With $\phi=n_A-n_B$ and $n_A+4n_B=1$,
\begin{equation}
n_A=\frac{1+4\phi}{5},\qquad n_B=\frac{1-\phi}{5}.
\end{equation}
Take the ordering energy as $-J\phi^2$ per formula unit, with $J$ unaffected by nickel. The ordered state has the higher free energy if $A(n_A)+4A(n_B)-5A(1/5)-J\phi^2>0$. The hexagonal phase is thus stable against this ordering when $J$ is below the smallest value of the remaining terms divided by $\phi^2$. The transition is at
\begin{equation}
J=\min_{\phi>0}\frac{A(n_A)+4A(n_B)-5A(1/5)}{\phi^2}.
\label{eq:T0}
\end{equation}

\subsection{A small amount of nickel}

To first order in $c$, $B_0=1-6c$ and $B_1=6c$. At fixed $n$ the accompanying change of $\mu$ does not contribute, because the derivative of $A$ in Eq.~\eqref{eq:A} with respect to $\mu$ is $n-\sum_mB_mf_m=0$. Using the nickel-free relation $e^{\mu/kT}=n/(1-n)$,
\begin{align}
D(n)&=-6c\,kT\ln\frac{1+e^{(\mu-v)/kT}}{1+e^{\mu/kT}}
=-\frac{6x}{5}\,kT\ln\ell(n),\\
\ell(n)&=1-n+n\,e^{-v/kT}.
\end{align}
Adding one favoured and four other sublattices, and subtracting five disordered ones, gives a penalty $x\,kT\,L$ on order, with
\begin{equation}
L=6\ln\ell(\tfrac15)-\tfrac65\ln\ell(n_A)-\tfrac{24}{5}\ln\ell(n_B)\ge0 .
\end{equation}
Near the nickel-free transition, at $T_p$, the ordered state lies above the disordered one by $(T-T_p)\Delta S$, where $\Delta S$ is the entropy lost on ordering. Nickel also shifts $\phi$ slightly, but this has no first-order effect because the free energy of the ordered state is at a minimum in $\phi$. Setting $(T_0-T_p)\Delta S+x\,kT_pL=0$ yields
\begin{equation}
\frac{dT_0}{dx}=-\frac{kT_pL}{\Delta S}.
\label{eq:slope}
\end{equation}

For the example take $T_p=460$~K and a chosen $v=0.10$~eV. Equation~\eqref{eq:T0} at $x=0$, minimised numerically, gives $J=83.6$~meV and $\phi=0.568$, hence $n_A=0.654$ and $n_B=0.086$. At the transition the ordering energy balances the entropy term, so $\Delta S=J\phi^2/T_p=0.680\,k$. With $L=0.283$,
\begin{equation}
\frac{dT_0}{dx}=-460~\mathrm{K}\times\frac{0.283}{0.680}\approx-191~\mathrm{K}
\end{equation}
per nickel atom in the formula unit.

The strong-interaction limits show how the sign of $v$ matters. At fixed occupancies, strong repulsion gives $\ell\to1-n$ and
$L\to6\ln0.8-1.2\ln0.346-4.8\ln0.914\approx0.37$.
For strong attraction $\ell\to n\,e^{|v|/kT}$; the exponentials cancel because $6-1.2-4.8=0$, leaving
$L\to6\ln0.2-1.2\ln0.654-4.8\ln0.086\approx2.6$.
The difference comes from the nearly empty sublattices. Strong attraction fills every site beside nickel, which at mean occupancy $n$ has an entropy cost $kT\ln(1/n)$, large for $n=0.086$. Strong repulsion empties such a site, which there costs only $kT\ln[1/(1-n)]$. In this dilute limit attraction therefore has the larger possible effect.

\subsection{The amount needed at room temperature}

Solving Eqs.~\eqref{eq:A} and \eqref{eq:T0} numerically at finite $x$ gives the following values. A formula unit has 11 atoms, so the nickel content is $100x/11$ at.\%.

\begin{center}
\begin{tabular}{ccc}
$x$ & Ni (at.\%) & $T_0$ (K)\\
0 & 0 & 460\\
0.25 & 2.3 & 404\\
0.50 & 4.5 & 328\\
0.75 & 6.8 & 236\\
1.00 & 9.1 & 115
\end{tabular}
\end{center}

The fall is steeper than the initial slope suggests: at $x=0.50$ that slope would give about 364~K. The transition reaches 298~K (25~$^\circ$C) at $x=0.59$, or 5.3~at.\% nickel. All entries refer to order with one favoured sublattice. The jump in order at the transition shrinks with nickel: $\phi=0.57$ at $x=0$, 0.23 at $x=0.50$ and 0.14 at $x=0.59$. At $x=0.75$ and 1.00 the smallest value in Eq.~\eqref{eq:T0} is reached as $\phi\to0$, so these entries mark where the disordered state becomes unstable to weak order. At $x=1.00$ another arrangement comes first: $\phi<0$, one sublattice emptied, sets in at about 132~K. At such temperatures atoms may also move too slowly to order at all.

With $x$ held at 0.50, $T_0$ is 407~K for $v=+0.05$~eV, 352~K for $-0.05$~eV and 182~K for $-0.10$~eV. The direction is the same in every case, but the size depends strongly on an interaction that has been chosen here, not calculated.

\section{Why the avoided expansion matters}

Consider a spherical grain of radius $R$ that would expand by a linear strain $e$ if free. Let grain and surroundings be isotropic with the same Young's modulus $E$ and Poisson ratio $\nu$, and let $K$ and $G$ be the bulk and shear moduli. Inside, the displacement is $\alpha r$; outside it is $\alpha R^3/r^2$, which is continuous at $R$. The radial stresses there are $3K(\alpha-e)$ and $-4G\alpha$. Equating them gives $\alpha=3Ke/(3K+4G)$, and the pressure in the grain is
\begin{equation}
p=4G\alpha=\frac{12KGe}{3K+4G}=\frac{2Ee}{3(1-\nu)},
\end{equation}
after inserting $K=E/[3(1-2\nu)]$ and $G=E/[2(1+\nu)]$. Just outside, the hoop stress is $2G\alpha=p/2$, a tension.

Per grain volume, the energy stored inside is $\tfrac32p(e-\alpha)$. The surroundings store the work done on them, $\tfrac32p\alpha$. The sum is
\begin{equation}
w=\tfrac32pe=\frac{Ee^2}{1-\nu}.
\end{equation}
A crack as large as the grain's cross-section costs at least $G_c\pi R^2$, where $G_c=K_c^2(1-\nu^2)/E$ and $K_c$ is the fracture toughness. If this stored energy is the sole supply, $\tfrac43\pi R^3w\ge G_c\pi R^2$, or
\begin{equation}
R\ge\frac{3G_c(1-\nu)}{4Ee^2}.
\end{equation}

Rough values are $E=120$~GPa, $\nu=0.3$, $K_c=2.5$~MPa\,m$^{1/2}$ and a volume change of 2\%, hence $e=0.02/3=0.0067$. They give a hoop tension of about 380~MPa, $w=7.6$~MJ/m$^3$ and $G_c=47$~J/m$^2$. The smallest radius is
\begin{equation}
R=\frac{3\times47.4\times0.7}{4\times(120\times10^9)\times(0.00667)^2}~\mathrm{m}
\approx4.7~\mu\mathrm{m}.
\end{equation}
This is a necessary energy condition for a crack of that size, not a prediction that one forms, and it is far from sufficient. The grain is in compression, so a crack across it stays closed; a crack must lie in the surroundings. For a ring crack around the equator of an isolated grain the stress intensity is at most about $0.24\,p\sqrt{R}$, which reaches $K_c$ only for $R\approx180~\mu$m. The bound also scales as $e^{-2}$: a volume change of 0.8\% gives 29~$\mu$m, and 0.2\% about 470~$\mu$m. Solder creep lowers the stress; an external load or neighbouring grains that transform together can supply more energy. For comparison, a thermal expansion mismatch of roughly 5~ppm/K over the 162~K of cooling from 460 to 298~K gives a strain of 0.08\%, about one eighth of $e$.

\section{Limits and use in real joints}

The constraint itself also resists the transformation. A monoclinic cell of roughly $11\times7.3\times9.8$~\AA$^3$ with an angle of $99^\circ$ holds four formula units, so $w$ amounts to 9.2~meV per formula unit. In the nickel-free model the gain from ordering at 298~K is 21.3~meV. If the full expansion is counted whatever the degree of order, constraint lowers the transition from 460 to about 372~K; this is below 388~K, where the unconstrained disordered state already becomes unstable to weak order, so the figure rests on that assumption. If instead the elastic energy grows as $\phi^2$, the transition lies at 409~K when the 2\% belongs to full order and at 302~K, close to room temperature, when it belongs to $\phi=0.568$. With the expansion fixed at 2\% and surroundings no stiffer than the grain, constraint alone is not enough to make the hexagonal phase the equilibrium state at room temperature, because its cost of 9.2~meV is less than the gain of 21.3~meV.

The 5.3~at.\% found above lies in the range of several atomic per cent met in real hexagonal layers, but this does not confirm the model, because $v$ was chosen. Real layers depart from it in two important ways. First, nickel may be mobile enough to choose its sites. In the fully ordered monoclinic cell, 80\% of octahedral sites have one interstitial copper neighbour and 20\% have two. Letting dilute nickel choose between these environments at 460~K reduces the penalty on order from $kT_pL=11.2$ to 9.3~meV per nickel atom, about 17\%. Secondly, nickel may prefer one crystal structure for reasons outside the neighbour model. A direct preference for the monoclinic phase of 11.2~meV per nickel atom, taken at the partial order present at the transition, would cancel the initial slope; a larger one would reverse it. If the preference grows with order, its value in the fully ordered crystal would have to be larger than this to cancel the slope. A preference for the hexagonal phase would add to the stabilisation. This difference is the quantity most worth calculating or measuring. Shear strain, vibrational entropy and short-range order beyond mean field are also left out.

For practice, the relevant nickel content is that of the intermetallic, not the average in the solder, and where $T_0$ falls steadily with nickel content, as in the table, the poorest regions matter most. With attraction between nickel and interstitial copper, or with more nickel than the table covers, the fall need not be steady. For one favoured sublattice and $v=-0.10$~eV, $T_0$ is 113, 182, 48 and 147~K at $x=0.25$, 0.50, 0.75 and 1.00; for $v=+0.10$~eV it rises from 66~K at $x=1.25$ to 162~K at $x=1.50$. Equilibrium retention requires $T_0$ to lie below every temperature at which the joint spends long enough for copper to rearrange. If rearrangement is negligible below some temperature, $T_0$ need only be brought down to that temperature. Where nickel cannot be added, keeping transforming regions small limits the energy available to a crack. Enough nickel to prevent the transformation also prevents its strain; it does not remove thermal stress, voids or mechanical load as causes of failure.
